# The thermal limit of subthreshold swing in a gated channel

A thin semiconductor sheet joins a source to a drain. A gate raises or lowers an energy barrier in the sheet, and electrons cross by thermal emission over its top. The subthreshold swing $S$ is the gate voltage needed to change the current tenfold:

$$S=\frac{dV_G}{d(\log_{10}I)} .$$

The problem is to find how small $S$ can be, and under which conditions.

Energies are measured from the source Fermi level. The lowest subband edge at the barrier top lies at $E_b$. The drain Fermi level lies at $-qV_D$, where $q>0$ is the elementary charge and $V_D>0$ the drain bias. Temperature $T$ and $V_D$ are held fixed while the gate voltage $V_G$ varies. The sign of $I$ is chosen positive when electrons flow from source to drain.

The numerical case is a double-gate silicon sheet at 300 K: body 5 nm, oxide 1.5 nm, gate length 25 nm, $V_D=0.50$ V. The values not derived below are in the numerical output that follows the text.

## (a) Write the current as an integral over energy

**Solution.** Take one mode, meaning one path of motion along the channel with its lateral state fixed. Wave numbers are spaced so that a length $\ell$ holds $\ell\,dk/2\pi$ states in $dk$, and spin doubles this. Each occupied state carries charge $q$ at velocity $v=(1/\hbar)dE/dk$, hence a current $qv/\ell$. States moving right carry the source occupation $f_S$, so their current is

$$2q\int\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,f_S=\frac{2q}{h}\int f_S\,dE ,$$

because $2\pi\hbar=h$. The velocity has cancelled the density of states. Electrons injected by the drain give the same expression with $f_D$ and the opposite sign, and for coherent or elastic motion the total transmission at a given energy is the same both ways.

Let $\varepsilon=E-E_b$ be the energy above the barrier top, and let $G(\varepsilon)\ge0$ be the number of modes times their transmission. Then

$$I=\frac{2q}{h}\int G(\varepsilon)\,(f_S-f_D)\,d\varepsilon, \tag{1}$$

$$f_S=\frac{1}{1+e^{(E_b+\varepsilon)/k_BT}},\qquad f_D=\frac{1}{1+e^{(E_b+\varepsilon+qV_D)/k_BT}} .$$

One assumption carries the rest: $G$ depends on $\varepsilon$ alone. When the gate moves the barrier, modes and transmission move with it unchanged. I call this a rigid shift. In purely thermionic flow, $G=0$ for $\varepsilon<0$.

## (b) Find the current of the sheet when the barrier top is nondegenerate

**Solution.** Let subband $n$ have valley degeneracy $g$, lateral mass $m_y$ and edge $\varepsilon_n$ above the lowest edge. At energy $\varepsilon$ its lateral wave number runs from $-K$ to $K$, with $K=\sqrt{2m_y(\varepsilon-\varepsilon_n)}/\hbar$. A width $W$ then holds $W(2K)/2\pi=WK/\pi$ lateral states per valley. With unit transmission,

$$\frac{G}{W}=\sum_n \frac{g\sqrt{2m_y(\varepsilon-\varepsilon_n)}}{\pi\hbar},$$

where a subband enters only for $\varepsilon>\varepsilon_n$.

Nondegenerate means $E_b\gg k_BT$. The 1 in each Fermi denominator can then be dropped:

$$f_S-f_D\simeq e^{-(E_b+\varepsilon)/k_BT}\left(1-e^{-qV_D/k_BT}\right).$$

Put $u=\varepsilon-\varepsilon_n$ and use $\int_0^\infty\sqrt u\,e^{-u/k_BT}du=\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}$. The factors of one subband combine as

$$\frac{g\sqrt{2m_y}}{\pi\hbar}\,\frac{\sqrt\pi}{2}(k_BT)^{3/2}=g\,k_BT\sqrt{\frac{m_yk_BT}{2\pi\hbar^2}} .$$

Therefore

$$\frac IW=\frac{2q}{h}k_BT\left(1-e^{-qV_D/k_BT}\right)\sum_n g\sqrt{\frac{m_yk_BT}{2\pi\hbar^2}}\;e^{-(E_b+\varepsilon_n)/k_BT}. \tag{2}$$

Masses, valleys and subband offsets set the size of the current, but $E_b$ enters through the common factor $e^{-E_b/k_BT}$. The drain bias also gives a factor independent of $E_b$: it tends to 1 for $qV_D\gg k_BT$ and to $qV_D/k_BT$ for small bias. Neither changes the slope of $\ln I$ against $E_b$.

The condition concerns the barrier top, not the source. In the example the source subband edge lies 0.05 eV below the source Fermi level, so the source is degenerate, while the electrons that cross come from the dilute tail of its distribution.

## (c) Find the swing without assuming a nondegenerate barrier, and deduce its lower bound

**Solution.** Define the gate control by

$$\alpha=-\frac{1}{q}\frac{dE_b}{dV_G},\qquad 0<\alpha\le1 .$$

A positive gate voltage lowers the electron energy, hence the minus sign. Ideal control is $\alpha=1$: one millivolt on the gate moves the barrier by one millielectronvolt.

With $x=E/k_BT$, the Fermi function obeys

$$\frac{d}{dx}\frac{1}{1+e^x}=-\frac{e^x}{(1+e^x)^2}=-f(1-f).$$

Since $G(\varepsilon)$ does not depend on $E_b$, differentiating (1) acts on the Fermi functions alone:

$$\frac{dI}{dE_b}=-\frac{1}{k_BT}\frac{2q}{h}\int G\,[f_S(1-f_S)-f_D(1-f_D)]\,d\varepsilon .$$

The bracket factorizes:

$$f_S-f_D-(f_S^2-f_D^2)=(f_S-f_D)(1-f_S-f_D).$$

Let angle brackets denote an average over energy with weight $G(f_S-f_D)$. This weight is each energy's contribution to the current and is nonnegative for $V_D>0$. Dividing by $I$ gives

$$-k_BT\frac{d\ln I}{dE_b}=1-\langle f_S+f_D\rangle .$$

By the chain rule,

$$\frac{d\log_{10}I}{dV_G}=\frac{1}{\ln10}\frac{d\ln I}{dE_b}\frac{dE_b}{dV_G}
=\frac{1}{\ln10}\left[-\frac{1-\langle f_S+f_D\rangle}{k_BT}\right](-\alpha q).$$

The two minus signs cancel. Inverting,

$$S=\frac{k_BT}{q}\ln10\;\frac{1}{\alpha\,(1-\langle f_S+f_D\rangle)} . \tag{3}$$

Where the current rises with gate voltage, the denominator is positive. It is at most 1, because $\alpha\le1$ and the occupations are nonnegative. Hence

$$S\ge S_0,\qquad S_0=\frac{k_BT}{q}\ln10 .$$

The bound is approached when $\alpha=1$ and the barrier top is nearly empty. At 300 K the thermal energy is 25.852 meV, so

$$S_0=25.852\ \text{mV}\times2.3026=59.53\ \text{mV/decade}.$$

An ideal gate therefore needs at least 297.6 mV to change the current by five decades. Transmission may depend on energy without altering the bound, provided it moves rigidly with the barrier.

## (d) How does an ideally gated device leave the limit as it turns on?

**Solution.** Here $\alpha=1$, so any departure comes from $\langle f_S+f_D\rangle$. Choose the gate reference such that $E_b=0.45\ \text{eV}-qV_G$. The full Fermi functions and the silicon subbands give:

| $V_G$ (V) | $E_b$ (eV) | $I/W$ (µA/µm) | $\langle f_S+f_D\rangle$ | $S$ (mV/dec) |
|---|---|---|---|---|
| 0.10 | 0.35 | $7.692\times10^{-4}$ | $3.4\times10^{-7}$ | 59.53 |
| 0.20 | 0.25 | $3.681\times10^{-2}$ | $1.6\times10^{-5}$ | 59.53 |
| 0.30 | 0.15 | 1.760 | $7.8\times10^{-4}$ | 59.57 |
| 0.40 | 0.05 | 81.4 | 0.0335 | 61.59 |
| 0.45 | 0.00 | 482 | 0.148 | 69.82 |

The first two rows give the swing directly. Their current ratio is $3.681\times10^{-2}/7.692\times10^{-4}=47.85$, whose decimal logarithm is 1.680, and $100\ \text{mV}/1.680=59.5$ mV/decade.

The onset of the departure can be derived. For one subband with unit transmission and $qV_D\gg k_BT$, $f_D$ is negligible and $f_S\simeq e^{-(E_b+u)/k_BT}$. Then

$$\langle f_S\rangle\simeq e^{-E_b/k_BT}\,
\frac{\int_0^\infty\sqrt u\,e^{-2u/k_BT}du}{\int_0^\infty\sqrt u\,e^{-u/k_BT}du}
=\frac{e^{-E_b/k_BT}}{2^{3/2}} ,$$

since doubling the exponent divides the integral by $2^{3/2}$. At $E_b=0.15$ eV this is about $1.1\times10^{-3}$. The table has the smaller value $7.8\times10^{-4}$, because part of the current flows in higher subbands, whose occupations are lower by $e^{-\varepsilon_n/k_BT}$.

At $E_b=0$, equation (3) with the unrounded occupation gives $59.53/(1-0.1475)\simeq69.8$ mV/decade. The barrier still moves one for one with the gate, but states near its top are already partly filled, and lowering it further adds less than a Boltzmann factor.

## (e) Find the gate control of a long sheet with interface traps and mobile charge

**Solution.** Take a sheet with a gate on each side, long enough to ignore source and drain fields, and thin enough to have one potential across its body. Let $C_{ox}$ be the oxide capacitance per area of each gate, $n$ the mobile electron density per area, and $n_t$ the trapped density at each interface. Electron charge raises the barrier. Gauss's law with two gates gives

$$E_b=\Phi_0-qV_G+\frac{q^2(n+2n_t)}{2C_{ox}},$$

where $\Phi_0$ is constant. Raising the barrier expels electrons, so define positive capacitances

$$C_q=-q^2\frac{dn}{dE_b},\qquad C_{it}=-q^2\frac{dn_t}{dE_b}.$$

Differentiation with respect to $V_G$ yields

$$\frac{dE_b}{dV_G}=-q-\frac{C_q+2C_{it}}{2C_{ox}}\frac{dE_b}{dV_G}.$$

Collect the derivative on the left and divide by $-q$:

$$\alpha=\frac{1}{1+C_{it}/C_{ox}+C_q/2C_{ox}} . \tag{4}$$

Positive capacitances therefore make $\alpha\le1$ in this model. A gate stack that amplified the potential, with $\alpha>1$, would fall outside the bound.

For traps spread uniformly in energy with density $D_{it}$, in equilibrium with the source and with the Fermi level well inside their range, $C_{it}=q^2D_{it}$. Take $D_{it}=10^{11}\ \text{cm}^{-2}\text{eV}^{-1}$, which gives $C_{it}=0.0160$ µF/cm². With $C_{ox}=2.302$ µF/cm², the ratio is 0.0070. At $V_G=0.10$ V mobile charge is negligible and $\alpha=1/1.0070=0.993$, so the factor $1/\alpha$ raises the limit to 59.9 mV/decade.

For the mobile charge, take a large drain bias and ballistic flow, so that only the states moving toward the drain are filled, with the source occupation. At $V_G=0.30$ V the charge balance solved with $\Phi_0=0.45$ eV then gives $\alpha=0.984$. Mobile electrons now screen the gate as well, and $S_0/\alpha$ is 60.5 mV/decade. The filling factor of part (d) is not included in these two values.

## (f) Find the gate control of a short channel

**Solution.** Neglect charge in the body. The potential energy $U$ then obeys Laplace's equation with the appropriate permittivity in each layer. The equation is linear, so on the midplane

$$U(x)=w_g(x)(\Phi_0-qV_G)+w_s(x)U_s+w_d(x)(U_s-qV_D).$$

Here $U_s=-0.05$ eV is the source edge. The weights are the responses to unit potential on gate, source and drain. They sum to 1, because equal potentials everywhere solve the equation. The midplane potential stands for the subband edge, with the confinement energy taken as constant along the channel.

The barrier top is at $x_*$, where $U'(x_*)=0$. Its energy changes by

$$\frac{dE_b}{dV_G}=\left.\frac{\partial U}{\partial V_G}\right|_{x_*}+U'(x_*)\frac{dx_*}{dV_G}=-q\,w_g(x_*),$$

so $\alpha=w_g(x_*)$. The motion of the top along the channel does not matter to first order.

The loss $1-w_g$ comes from source and drain potentials that leak into the channel. Seek a disturbance $e^{\pm x/\lambda}Y(y)$, with $y=0$ on the midplane and $Y=0$ at the gates. With body thickness $t_s$ and oxide thickness $t_{ox}$, the even solution for $y>0$ is

$$Y=\cos\frac y\lambda\ \text{(body)},\qquad
Y=B\sin\frac{t_s/2+t_{ox}-y}{\lambda}\ \text{(oxide)}.$$

Let $a=t_s/2\lambda$ and $b=t_{ox}/\lambda$. Continuity of potential gives $\cos a=B\sin b$. Continuity of the normal displacement gives $\epsilon_s\sin a=\epsilon_{ox}B\cos b$. Dividing the second by the first,

$$\epsilon_s\tan\frac{t_s}{2\lambda}\tan\frac{t_{ox}}{\lambda}=\epsilon_{ox}. \tag{5}$$

The largest root controls the decay far from the contacts. With $\epsilon_s=11.7$ and $\epsilon_{ox}=3.9$ it is 3.75 nm. The two-dimensional solution, compared at the midpoints of 25 nm and 35 nm channels, gives the same length to these digits.

At $V_G=0.10$ V the barrier top lies 10.98 nm from the source and 14.02 nm from the drain. Disturbances of unit amplitude would reach it with strength

$$e^{-10.98/3.75}+e^{-14.02/3.75}\simeq0.053+0.024=0.077 .$$

The computed loss is $1-0.9166=0.083$, slightly larger because the slowest mode enters with an amplitude above 1. The modes are orthogonal with weight $\epsilon(y)$. Let $c(y)$ be the contact potential, equal to 1 in the body and falling linearly to 0 across the oxide. The amplitude is then $\int\epsilon\,c\,Y\,dy/\int\epsilon\,Y^2dy\simeq1.08$, and $1.08\times0.077\simeq0.083$. The swing is

$$S=\frac{59.53}{0.9166}=64.95\ \text{mV/decade}.$$

Direct differentiation of the over-barrier current gives the same value. The drain also lowers the barrier at fixed $V_G$, by an average of 30 meV per volt between $V_D=0.05$ and 0.50 V. This raises the current, but it is a different quantity from the swing, which is taken at fixed $V_D$.

## (g) Does tunnelling through the barrier change the limit?

**Solution.** Tunnelling makes $G$ nonzero for $\varepsilon<0$. If it still depends on $\varepsilon$ alone and the occupations stay small, (1) keeps its factor $e^{-E_b/k_BT}$ and the swing does not change. The current integral must converge, however. Suppose $G\propto e^{\varepsilon/E_0}$ below the top. The integrand is then proportional to $e^{\varepsilon(1/E_0-1/k_BT)}$, which decays downward for $E_0<k_BT$. For $E_0>k_BT$ it grows downward: current far below the top dominates, and the thermionic description fails. Cooling therefore cannot reduce the swing as $T$ indefinitely in a barrier with such a tail.

For the 25 nm device, the computed transmission of the lowest, light-mass subband puts 19 percent of the current below the barrier top. The total exceeds the classical over-barrier current by only 8 percent. The part above the top is $1.081\times0.81\simeq0.88$ of its classical value, so quantum reflection removes about 12 percent there.

The swing rises from 64.95 to 65.24 mV/decade. A rigid transmission profile would have left it unchanged, so the small rise shows that the profile changes with the gate voltage.

## (h) Construct a source that goes below the limit

**Solution.** Let the source supply states only up to a fixed energy $E_c$, a distance $\Delta=E_c-E_b$ above the barrier. For one mode with unit transmission, large drain bias and Boltzmann occupation,

$$I=\frac{2q}{h}\int_{E_b}^{E_c}e^{-E/k_BT}dE=\frac{2qk_BT}{h}\left(e^{-E_b/k_BT}-e^{-E_c/k_BT}\right).$$

Differentiate at fixed $E_c$:

$$-k_BT\frac{d\ln I}{dE_b}=\frac{e^{-E_b/k_BT}}{e^{-E_b/k_BT}-e^{-E_c/k_BT}}=\frac{1}{1-e^{-\Delta/k_BT}} .$$

For $\alpha=1$ this gives

$$S=S_0\left(1-e^{-\Delta/k_BT}\right)<S_0 .$$

With $\Delta=30$ meV at 300 K, $S=59.53(1-0.313)\simeq40.9$ mV/decade. Raising the barrier now also narrows the energy window, so $G$ depends on $E_b$ and the proof in (c) does not apply. For $\Delta\gg k_BT$ the limit returns. For $\Delta\to0$ the swing vanishes, but so does the current. The thermal limit thus belongs to rigidly shifted thermionic injection, not to every electronic switch.

## (i) Set the model beside a real transistor

**Solution.** The dimensions, masses and trap density are rough values typical of thin-body silicon transistors. Ideal gate control is the assumption that short devices break most clearly here: it moves the swing from 59.5 to about 65 mV/decade, whereas the chosen traps alone add about 0.4. Operating temperature matters more. At 358.15 K (85 °C) the limit itself is 71.1 mV/decade, and the same gate control of 0.917 would give 77.5. At 77 K the thermionic limit is 15.3, but the 25 nm device at $V_G=0.10$ V does not follow it: tunnelling below the barrier top then carries most of the current, and the swing is well above $S_0/\alpha$.

The contacts are idealized as abrupt, without spacers or graded doping. At $V_G=0$ this puts a potential drop of 1.00 V across 1.5 nm of oxide at the drain corner, an average field of 6.7 MV/cm. That average is below a rough breakdown field of 10 MV/cm for good silicon dioxide, but the local field rises slowly (logarithmically) toward the sharp point where body, oxide and drain meet, and exceeds the average within a few tenths of a nanometre of it. Gate leakage and breakdown there deserve their own calculation. The energy drop from barrier top to drain is 0.95 eV, less than the rough bulk gap of 1.12 eV, so band-to-band tunnelling has no energy window at this bias. Measured against the bulk gap, the drop falls short by about 0.17 eV. The real margin is larger, because confinement in the 5 nm body widens the gap and the drain states up to 0.05 eV above its edge are already filled. A window therefore needs a barrier higher, or a drop at the drain larger, by more than 0.17 eV.

A leakage current $I_0$ independent of $V_G$ changes the measured swing in a simple way. Since $d\ln(I+I_0)=dI/(I+I_0)$, the swing is multiplied by $1+I_0/I$. A floor equal to the thermionic current doubles it. A measured curve can therefore show the thermionic swing only where the current is well above the leakage floor and the barrier top is still nearly empty. Even there, and with negligible tunnelling, the swing is $S_0/\alpha$, which is close to the thermal limit $S_0$ only if the gate control is nearly ideal.

## Calculated quantities

```
Body, oxide, gate length: 5.0, 1.5, 25.0 nm
Relative permittivity, silicon and oxide: 11.7, 3.9
Light and heavy masses: 0.19, 0.916 electron masses
Ideal barrier at zero gate voltage: 0.45 eV
Drain bias: 0.50 V; source subband edge: -0.05 eV
Thermal energy at 300 K: 25.852 meV
Limiting swing at 77.00 K: 15.28 mV/decade
Limiting swing at 300.00 K: 59.53 mV/decade
Limiting swing at 358.15 K: 71.06 mV/decade
Gate voltage for five decades at 300 K: 297.6 mV
Lowest three distinct subband offsets: [0.0, 49.3, 62.7] meV
Ideal gate: VG (V), barrier (eV), current (uA/um), mean fS+fD, swing (mV/decade)
  0.00  0.45  1.6074e-05  7.100e-09  59.53
  0.10  0.35  7.6920e-04  3.398e-07  59.53
  0.20  0.25  3.6809e-02  1.626e-05  59.53
  0.30  0.15  1.7602e+00  7.763e-04  59.57
  0.40  0.05  8.1376e+01  3.346e-02  61.59
  0.45  0.00  4.8150e+02  1.475e-01  69.82
Filtered source, window 30 meV: swing 40.87 mV/decade
Trap density per interface: 1.0e+11 cm^-2 eV^-1
Oxide capacitance per gate: 2.302 uF/cm2
Traps and mobile charge at VG=0.10 V: alpha 0.99308, swing 59.94 mV/decade
Traps and mobile charge at VG=0.30 V: alpha 0.98351, swing 60.52 mV/decade
Electrostatic decay length, formula: 3.747 nm
Electrostatic decay length, Laplace solution: 3.752 nm
Short-channel results at VG: 0.10 V
Barrier top: 0.3038 eV at 10.98 nm from source
Gate control at barrier top: 0.9166
Drain-induced barrier lowering: 30.0 meV/V
Short-channel swing, no tunnelling: 64.95 mV/decade
Short-channel swing, with tunnelling: 65.24 mV/decade
Current carried below barrier top: 18.95 percent
Quantum/classical current ratio: 1.0813
Drain-corner oxide field at VG=0: 6.67 MV/cm
Barrier-to-drain energy drop at VG=0: 0.946 eV
Rough bulk silicon gap: 1.12 eV
```
